# Distance errors from Gaussian fits to K-edge absorption fine structure, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Gaussian units are used, with $\hbar$, the electron mass $m$ and the charge $e$ kept. Lengths in the example are in Å ($10^{-8}$ cm) and energies in eV. A photon of energy $\hbar\omega$ ejects a $1s$ electron (a K edge with threshold $E_0$), whose wave number is

$$k=\sqrt{2m(\hbar\omega-E_0)}/\hbar .$$

The fine structure is $\chi(k)=(\mu-\mu_0)/\mu_0$, where $\mu$ is the absorption coefficient and $\mu_0$ its value without neighbours. One shell of $N$ equivalent neighbours is treated. The distance $r$ from absorber to neighbour has the normalized real distribution $\rho(r)$. With a mean free path $\lambda$, the effective distribution and its transform are

$$P(r)=\rho(r)\,\frac{e^{-2r/\lambda}}{r^2},\qquad F(k)=\int P(r)\,e^{2ikr}\,dr .$$

For a positive weight $P$ put $\mathcal M(t)=\int P\,e^{tr}dr$ and $K(t)=\ln \mathcal M(t)$. The cumulants $C_n$ are defined by $K(t)=\sum_{n\ge0}C_nt^n/n!$. Unstarred $C_n$ belong to $P$ and starred $C_n^*$ to $\rho$. The moments of the normalized weight are $m_n$ and its central moments $\nu_n$.

The assumptions are the following.

(A1) Single scattering, and an average over sample orientation.

(A2) The backscattering amplitude $|f(k)|$ and the total phase $\varphi(k)$ do not vary with $r$ over the width of the shell, and $\lambda$ does not vary with $k$.

(A3) $P$ falls at least exponentially at large $r$, so $\mathcal M(t)$ is analytic near $t=0$, and $2|k|<t_c$, where $t_c$ is the distance from the origin to the nearest zero or singularity of $\mathcal M$ in the complex $t$ plane.

## The signal of one pair

**Lemma 1.** A neighbour at fixed distance $r$ contributes $\chi=S_0^2\,|f|\,e^{-2r/\lambda}\sin(2kr+\varphi)/(kr^2)$, and under (A1) and (A2) the shell gives

$$\chi(k)=\frac{NS_0^2|f(k)|}{k}\,\mathrm{Im}\left[e^{i\varphi(k)}F(k)\right].\tag{1}$$

*Proof.* For a field of amplitude $\mathcal E$ along $z$ the golden rule gives a rate proportional to $e^2\mathcal E^2\sum_f|\langle f|z|1s\rangle|^2\delta(E-E_f)$. Since $\sum_f|f\rangle\langle f|\,\delta(E-E_f)=-\pi^{-1}\mathrm{Im}\,\mathcal G$ with $\mathcal G=(E-H+i0)^{-1}$, the rate is proportional to $-\mathrm{Im}\langle 1s|z\,\mathcal Gz|1s\rangle$. For a free electron $E-H=(\hbar^2/2m)(\nabla^2+k^2)$, and $(\nabla^2+k^2)\,e^{ik\varrho}/\varrho=-4\pi\delta$, so $\mathcal G_0=-(m/2\pi\hbar^2)\,g_0$ with $g_0=e^{ik\varrho}/\varrho$ and $\varrho=|\mathbf x-\mathbf x'|$. Write $\mathcal G=-(m/2\pi\hbar^2)\,g$ in general. The core orbital $\phi_{1s}$ is real and small compared with $1/k$, so $\mathrm{Im}\,g(\mathbf x,\mathbf x')$ is expanded about the nucleus in both arguments. The constant terms vanish because $\int z\,\phi_{1s}=0$, and of the linear terms only the $z$ components survive because $\int z\,x_j\,\phi_{1s}\propto\delta_{jz}$. Hence $\mu\propto\mathrm{Im}\,\partial_z\partial_{z'}g$ at the origin, and the prefactor, with $e^2$ in it, cancels in $\chi$.

Without neighbours, $\mathrm{Im}\,g_0=\sin(k\varrho)/\varrho=k-k^3\varrho^2/6+\dots$ and $\partial_z\partial_{z'}\varrho^2=-2$, so $\mu_0\propto k^3/3$. A point scatterer of amplitude $f$ at $\mathbf s$, with $|\mathbf s|=r$ and polar angle $\vartheta$, receives the wave $g_0(\mathbf s,\mathbf x')$ and emits $f$ times it as a spherical wave: $g=g_0+f\,g_0(\mathbf x,\mathbf s)\,g_0(\mathbf s,\mathbf x')$. At the origin $\partial_z|\mathbf x-\mathbf s|=-\cos\vartheta$, so each factor gives $-\cos\vartheta\,(ik-1/r)\,e^{ikr}/r$. With $(ik-1/r)^2=-k^2(1+i/kr)^2$,

$$\chi=\frac{3\cos^2\vartheta}{k^3r^2}\,\mathrm{Im}\left[f\,(ik-1/r)^2e^{2ikr}\right]=-\frac{3\cos^2\vartheta}{kr^2}\,\mathrm{Im}\left[f\,(1+i/kr)^2e^{2ikr}\right].$$

The orientational average of $3\cos^2\vartheta$ is 1. For real atoms $f$ becomes the amplitude for scattering through $180^\circ$, and the $p$ wave gains the phase shift $\delta_1$ of the absorbing atom once on leaving and once on returning. The sign, $2\delta_1$, $\arg f$ and the phase of $(1+i/kr)^2$ are collected in $\varphi$, and the modulus of that factor in $|f|$. Inelastic loss is modelled by $k\to k+i/\lambda$ in $e^{2ikr}$ and by a constant $S_0^2$; these two are phenomenological parts of the model. An absorption event is much shorter than a vibration, so the signal is the average over $\rho(r)$, and (A2) lets $|f|$ and $\varphi$ out of the integral. $\square$

*Remark.* The phase $2\arctan(1/kr)$ has the $r$ derivative $-2/(kr^2)$ at large $kr$, which is smaller than the derivative $2k$ of $2kr$ by the factor $1/(kr)^2$. That is the size of one violation of (A2).

## The cumulant expansion

**Lemma 2.** The cumulants are real. $C_0=\ln\int P\,dr$, $C_1=m_1$, the $C_n$ with $n\ge2$ do not depend on the origin of $r$, and

$$C_n=m_n-\sum_{j=1}^{n-1}\binom{n-1}{j-1}C_j\,m_{n-j}.\tag{2}$$

In particular $C_2=\nu_2$, $C_3=\nu_3$, $C_4=\nu_4-3\nu_2^2$ and $C_5=\nu_5-10\nu_2\nu_3$.

*Proof.* $K(0)=\ln\int P\,dr$ by definition. Expanding the exponential gives $\mathcal M(t)/\mathcal M(0)=\sum m_nt^n/n!$ with $m_0=1$. In $\mathcal M'=K'\mathcal M$ the coefficient of $t^{n-1}$ reads $m_n/(n-1)!=\sum_{j=1}^{n}C_jm_{n-j}/[(j-1)!\,(n-j)!]$. Multiplying by $(n-1)!$ and isolating the term $j=n$ gives (2), and real moments give real cumulants. A shift $r\to r-c$ multiplies $\mathcal M$ by $e^{-tc}$ and adds $-tc$ to $K$, which alters $C_1$ alone. With the origin at the mean, $m_n=\nu_n$ and $\nu_1=C_1=0$. Then (2) gives $C_2=\nu_2$, $C_3=\nu_3-2C_2\nu_1=\nu_3$, $C_4=\nu_4-3C_2\nu_2-3C_3\nu_1$ and $C_5=\nu_5-4C_2\nu_3-6C_3\nu_2-4C_4\nu_1$. $\square$

So $C_1$ is the mean, $C_2$ the variance, and $C_3$, the mean cubed deviation from $C_1$, is positive when the deviations toward long distances outweigh those toward short ones in that average.

**Theorem 1.** Under (A1) to (A3),

$$\chi(k)=\frac{NS_0^2|f|}{k}\,e^{C_0}A(k)\,\sin\left[2kC_1+\psi(k)+\varphi(k)\right],$$

$$\ln A=-2k^2C_2+\tfrac23k^4C_4-\tfrac4{45}k^6C_6+\tfrac2{315}k^8C_8-\dots,\tag{3}$$

$$\psi=-\tfrac43k^3C_3+\tfrac4{15}k^5C_5-\tfrac8{315}k^7C_7+\dots\tag{4}$$

*Proof.* $F(k)=\mathcal M(2ik)$. Inside the disc of (A3) $\mathcal M$ is analytic and free of zeros, so $K$ is analytic there and equals its Taylor series: $\ln F=\sum_n(2ik)^nC_n/n!$. The $C_n$ and $k$ are real, and $i^n$ is $(-1)^{n/2}$ for even $n$ and $i(-1)^{(n-1)/2}$ for odd $n$. The even terms therefore form $\mathrm{Re}\ln F=\ln|F|$ and the odd terms form $\mathrm{Im}\ln F=\arg F$. The coefficients $(2i)^n/n!$ for $n=1,\dots,8$ are $2i$, $-4/2=-2$, $-8i/6=-4i/3$, $16/24=2/3$, $32i/120=4i/15$, $-64/720=-4/45$, $-128i/5040=-8i/315$ and $256/40320=2/315$. Inserting $F=|F|e^{i\arg F}$ in (1) gives the result. $\square$

*Remark 1 (origin of the split).* A real $P$ has $F(-k)=F(k)^*$, so $\ln|F|$ is even in $k$ and $\arg F$ is odd. If the $r$ dependence of $\varphi$ is kept, the weight and in general its cumulants are complex, and the even and odd orders no longer separate into amplitude and phase. If $\lambda$ depends on $k$, the split survives but the $C_n$ depend on $k$.

*Remark 2 (limits).* For a Gaussian $P$ of mean $R$ and variance $\sigma^2$, completing the square gives $K=C_0+Rt+\sigma^2t^2/2$, so (3) and (4) reduce to $A=e^{-2k^2\sigma^2}$ and $\psi=0$. For $P$ symmetric about its mean, $K(t)-C_1t$ is even in $t$, all odd $C_n$ beyond $C_1$ vanish, and within the disc of (A3) the phase gives the mean exactly. Beyond a zero of $F$ the phase can jump by $\pi$.

*Remark 3 (failure).* For the gamma distribution $P\propto y^{a_g-1}e^{-y/\theta}$, the integral $\int_0^\infty y^{a_g-1}e^{-y(1/\theta-t)}dy\propto(1/\theta-t)^{-a_g}$ gives $K-C_0=-a_g\ln(1-\theta t)=a_g\sum\theta^nt^n/n$, so $C_n=a_g(n-1)!\,\theta^n$. The singularity at $t=1/\theta$ limits the series to $k<1/2\theta$, although $F(k)$ is finite for all real $k$. With $a_g=9$ and $\theta=0.03$ Å, $C_3=4.86\times10^{-4}$ Å$^3$ and the limit is $16.67$ Å$^{-1}$. For a shell split into equal weights at $C_1\pm d$, $F\propto e^{2ikC_1}\cos2kd$ and $C_4=d^4-3d^4=-2d^4$. The zero at $k=\pi/4d$, the beat node, ends the expansion; for $d=0.08$ Å, $C_4=-8.192\times10^{-5}$ Å$^4$ and the node lies at $9.82$ Å$^{-1}$. A truncated series must not be extrapolated: a true $A$ obeys $A=|F(k)|/F(0)\le1$, while $\exp(-2k^2C_2+\frac23k^4C_4)$ with $C_4>0$ grows without bound.

## Real and effective cumulants

**Lemma 3.** Let $h(r)=-2\ln r-2r/\lambda$, with derivatives at $r=C_1^*$: $h'=-2/C_1^*-2/\lambda$, $h''=2/C_1^{*2}$, $h'''=-4/C_1^{*3}$. For a narrow shell

$$C_1\approx C_1^*+h'C_2^*,\qquad C_2\approx C_2^*+h'C_3^*+h''C_2^{*2},\qquad C_3\approx C_3^*+h'C_4^*+3h''C_2^*C_3^*+h'''C_2^{*3}.$$

*Proof.* Put $x=r-C_1^*$ and let $K^*$ be the generating function of $\rho$ in $x$, so $K^{*\prime}(0)=0$. Since $P=\rho\,e^{h}$, and up to the terms $h(C_1^*)+tC_1^*$, $K(t)=\ln\int\rho\,e^{tx+h'x+h''x^2/2+\dots}dx$. The linear term alone gives $K^*(t+h')$, whose $n$-th derivative at $t=0$ is $C_n^*+h'C_{n+1}^*+\frac12h'^2C_{n+2}^*+\dots$ To first order the quadratic term adds $\frac12h''\langle x^2\rangle_t$, the average being taken with weight $\rho\,e^{tx}$, for which the mean is $K^{*\prime}$ and the variance $K^{*\prime\prime}$, so $\langle x^2\rangle_t=K^{*\prime\prime}+K^{*\prime2}$. Its first three derivatives at $t=0$ are $C_3^*$, $C_4^*+2C_2^{*2}$ and $C_5^*+6C_2^*C_3^*$. The cubic term adds $\frac16h'''\langle x^3\rangle_t$; for a nearly Gaussian $\rho$ the tilted mean is $tC_2^*$, so $\langle x^3\rangle_t\approx t^3C_2^{*3}+3tC_2^{*2}$, with third derivative $6C_2^{*3}$. Counting $C_n^*$ as of order $C_2^{*\,n-1}$ and keeping the lowest order in the width for each $n$ gives the lemma. The first terms omitted from $C_1$ are $\frac12(h'^2+h'')C_3^*+(h'h''+\frac12h''')C_2^{*2}$. The term in $h'h''$ comes from evaluating $\frac12h''\langle x^2\rangle$ at $t+h'$, and the term in $h'''$ comes from the part $3tC_2^{*2}$ of $\langle x^3\rangle_t$. $\square$

The shift $C_1-C_1^*\approx-2C_2^*(1/C_1^*+1/\lambda)$ arises because short pairs scatter more strongly. It exists for a Gaussian $\rho$ and must not be confused with the effect of $C_3$.

## The bias of a Gaussian fit

Multiply the data by a chosen power $k^n$ and let $g(k)=k^{n-1}NS_0^2|f|$. Fourier filtering of the shell over a finite range yields only approximately, and least well near the ends of the range, the complex signal whose imaginary part is $k^n\chi$; the ideal signal is used here. After the known phase $\varphi$ and the constant $e^{C_0}$ are removed, it is $gA\,e^{i\Phi}$ with $\Phi=2kC_1+\psi$. The Gaussian model is $gA_fe^{i\Phi_f}$ with $A_f=\exp(c_0-2k^2s^2)$ and $\Phi_f=2kR$. The parameters $c_0$, $s^2$, $R$ minimize $\mathcal S=\sum_kg^2|Ae^{i\Phi}-A_fe^{i\Phi_f}|^2$ over a window $0<k_1\le k\le k_2$. Define $\Delta R=R-C_1$, $\delta=\Phi-\Phi_f$ and $w=g^2AA_f>0$ at the minimum.

**Theorem 2 ($E_0$ fixed).** If $|\delta|\ll1$ in the window,

$$\Delta R=\frac{\sum wk\psi}{2\sum wk^2}=-\tfrac23C_3k_{\rm eff}^2+\tfrac2{15}C_5\frac{\sum wk^6}{\sum wk^2}-\tfrac4{315}C_7\frac{\sum wk^8}{\sum wk^2}+\dots,\qquad k_{\rm eff}^2=\frac{\sum wk^4}{\sum wk^2},\tag{5}$$

with $k_1^2\le k_{\rm eff}^2\le k_2^2$. When the $C_3$ term dominates, the fit fakes a contraction if $C_3>0$ and an expansion if $C_3<0$.

*Proof.* Expanding the modulus gives $\mathcal S=\sum g^2[A^2+A_f^2-2AA_f\cos\delta]$. Only $\delta$ depends on $R$, with $\partial\delta/\partial R=-2k$, so $\partial\mathcal S/\partial R=-4\sum wk\sin\delta=0$. Here $\delta=\psi-2k\Delta R$. With $\sin\delta\approx\delta$ the condition is $\sum wk\psi=2\Delta R\sum wk^2$, and inserting (4) term by term gives (5). The quantity $k_{\rm eff}^2$ is an average of $k^2$ with positive weight $wk^2$, which gives the bounds. $\square$

*Remark 4 (the sign without linearization).* Suppose $\psi<0$ throughout the window and $|\delta|<\pi$. If $\Delta R\ge0$, every $\delta$ and every $\sin\delta$ would be negative and the sum could not vanish. Hence $\Delta R<0$. The physical reason is that the long-distance tail is spread out and dephases first as $k$ grows, while the steep short-distance side keeps contributing, so the oscillation slows.

*Remark 5 (fit to the real $\chi$).* Fitting imaginary parts gives $\sum g^2k(A\sin\Phi-A_f\sin\Phi_f)A_f\cos\Phi_f=0$. Since $\sin\Phi\cos\Phi_f=\frac12\sin\delta+\frac12\sin(\Phi+\Phi_f)$ and $\sin\Phi_f\cos\Phi_f=\frac12\sin2\Phi_f$, this is the same condition plus terms oscillating as $\sin4kR$, which nearly cancel over a window of many periods.

*Remark 6 (values of $k_{\rm eff}$).* A fit of the phase to a straight line through the origin with uniform weight has $k_{\rm eff}^2=\frac35(k_2^5-k_1^5)/(k_2^3-k_1^3)$, which is $87.69$ Å$^{-2}$ for 3 to 12 Å$^{-1}$. For $g=k^p$, $A\approx A_f\approx e^{-2k^2C_2}$ and an unbounded window, let $I_j=\int_0^\infty k^je^{-ck^2}dk$ with $c=4C_2$. Integration by parts, with $ke^{-ck^2}=-(2c)^{-1}\,d(e^{-ck^2})/dk$, gives $I_{j+2}=(j+1)I_j/2c$, and $j=2p+2$ gives

$$k_{\rm eff}^2=\frac{2p+3}{8C_2}.\tag{6}$$

A higher $k$ weight enlarges the bias. The two local distances differ. To order $C_3$, $\Phi/2k=C_1-\frac23k^2C_3$, but $\frac12d\Phi/dk=C_1-2k^2C_3$. The spacing of nodes measures the second, whose shift is three times larger at this order.

Now let the threshold float to $E_0+\Delta E$, so the model uses $k'^2=k^2-2m\Delta E/\hbar^2$ in $A_f$ and $\Phi_f$, while $g$ and $\varphi$ stay at the data value $k$. Put $x=k^2$, let $\langle\cdot\rangle$ be the average with normalized weight $v\propto w/x$, and let $Q=\langle x\rangle\langle x^3\rangle-\langle x^2\rangle^2$.

**Theorem 3 ($E_0$ floated).** If $|\delta|\ll1$ and $2m|\Delta E|/\hbar^2\ll k_1^2$, then to order $C_3$

$$\Delta R=-\tfrac23C_3\frac{\mathrm{Cov}(x^2,x)}{\mathrm{Var}(x)},\qquad \frac{2mR\,\Delta E}{\hbar^2}=-\tfrac43C_3\frac{Q}{\mathrm{Var}(x)},\tag{7}$$

and for a given $w$, $\mathrm{Cov}(x^2,x)/\mathrm{Var}(x)\ge k_{\rm eff}^2$. For $C_3>0$ the contraction grows and $\Delta E\le0$.

*Proof.* To first order $k'=k-m\Delta E/\hbar^2k$, so $\Phi_f=2kR-b/k$ with $b=2mR\Delta E/\hbar^2$ and $\delta=\psi-2k\Delta R+b/k$. Variation of $\Delta E$ changes $\ln A_f$ by $4ms^2/\hbar^2$ per unit energy at every $k$. This is the same variation as that of $c_0$, under which $\mathcal S$ is already stationary. It changes the phase in proportion to $1/k$. The conditions are thus $\sum wk\delta=0$ and $\sum w\delta/k=0$. With $u=k\delta=k\psi-2\Delta R\,x+b$ they read $\langle xu\rangle=0$ and $\langle u\rangle=0$. The second gives $b=2\Delta R\langle x\rangle-\langle k\psi\rangle$. Inserting it in the first gives $2\Delta R\,\mathrm{Var}(x)=\mathrm{Cov}(k\psi,x)$, and $k\psi=-\frac43C_3x^2$ gives the first part of (7). Then

$$b=-\tfrac43C_3\,\frac{\langle x\rangle(\langle x^3\rangle-\langle x\rangle\langle x^2\rangle)-\langle x^2\rangle(\langle x^2\rangle-\langle x\rangle^2)}{\mathrm{Var}(x)}=-\tfrac43C_3\frac{Q}{\mathrm{Var}(x)} .$$

In this average $k_{\rm eff}^2=\langle x^3\rangle/\langle x^2\rangle$, and over a common denominator

$$\frac{\mathrm{Cov}(x^2,x)}{\mathrm{Var}(x)}-\frac{\langle x^3\rangle}{\langle x^2\rangle}=\frac{\langle x\rangle^2\langle x^3\rangle-\langle x\rangle\langle x^2\rangle^2}{\langle x^2\rangle\mathrm{Var}(x)}=\frac{\langle x\rangle\,Q}{\langle x^2\rangle\mathrm{Var}(x)} .$$

The Cauchy–Schwarz inequality applied to $x^{1/2}$ and $x^{3/2}$ gives $\langle x^2\rangle^2\le\langle x\rangle\langle x^3\rangle$, so $Q\ge0$. $\square$

When the fixed $E_0$ is the true threshold and the $C_3$ term dominates, floating $E_0$ lowers the residual and increases the error in $R$, so a good residual does not show that $C_3$ is negligible. By (7), a positive $C_3$ left out of the fit pulls the fitted threshold down; how $\Delta E$ varies with temperature is not examined here.

This part has derived the cumulant expansion of the signal and shown that, when the $C_3$ term dominates, a Gaussian fit with $E_0$ fixed fakes a contraction for $C_3>0$ and an expansion for $C_3<0$, and that floating $E_0$ enlarges the contraction. It remains to relate the sign of the third cumulant to the bond potential and to test the results in a worked example.
